# Herzfeld-Berger Sideband Intensities and the Rotor-Phase Average: a program that tests the result

```python
"""
Magic-angle-spinning sidebands of one spin with an anisotropic shift.
Result under test: with f(phi) = exp(i Theta(phi)) = sum_N F_N exp(i N phi),
a crystallite of initial rotor phase gamma has sideband amplitudes
A_N = F_N exp(i N gamma) conj(f(gamma)); their uniform gamma average is
|F_N|^2, hence real and non-negative.
delta, eta: shift anisotropy (kHz) and asymmetry; nu_r: spinning rate (kHz);
beta, alpha: polar angles of the rotor axis in the tensor principal frame;
phi = gamma + 2 pi nu_r t. Times are in ms. The isotropic shift is set to 0.
"""
import numpy as np
from scipy.special import jv
from scipy.integrate import simpson

delta, eta, nu_r = 6.0, 0.4, 2.0
alpha, beta, gamma = np.radians([30.0, 50.0, 40.0])
magic = np.arccos(1 / np.sqrt(3))


def harmonics(a, b, d, e):
    """Derived cosine and sine coefficients of the frequency, in kHz."""
    c1 = -np.sqrt(2) / 3 * d * np.sin(b) * np.cos(b) * (3 + e * np.cos(2*a))
    s1 = -np.sqrt(2) / 3 * d * e * np.sin(b) * np.sin(2*a)
    c2 = d / 6 * (3*np.sin(b)**2 - e*(1 + np.cos(b)**2)*np.cos(2*a))
    s2 = -d * e / 3 * np.cos(b) * np.sin(2*a)
    return c1, s1, c2, s2


def theta_phase(phi, h):
    c1, s1, c2, s2 = h
    return (c1*np.sin(phi) - s1*np.cos(phi)
            + c2/2*np.sin(2*phi) - s2/2*np.cos(2*phi)) / nu_r


def coefficients(h, n_phi=128):
    """Fourier coefficients F_N by quadrature; N is the index modulo n_phi."""
    phi = 2*np.pi*np.arange(n_phi)/n_phi
    columns = [np.asarray(x)[..., None] for x in h]
    return np.fft.fft(np.exp(1j*theta_phase(phi, columns)), axis=-1)/n_phi


def rot_z(x):
    x = np.asarray(x)
    c, s, o, z = np.cos(x), np.sin(x), np.ones_like(x), np.zeros_like(x)
    return np.stack([np.stack([c, -s, z], -1), np.stack([s, c, z], -1),
                     np.stack([z, z, o], -1)], -2)


def tensor_frequency(phi, a, b):
    """Frequency in kHz from explicit rotation of the shift tensor."""
    principal = delta*np.diag([-(1 + eta)/2, -(1 - eta)/2, 1.0])
    rot_y = np.array([[np.cos(b), 0, np.sin(b)], [0, 1, 0],
                      [-np.sin(b), 0, np.cos(b)]])
    frame = rot_z(a) @ rot_y
    tensor = frame.T @ principal @ frame
    turn = rot_z(phi)
    lab = turn @ tensor @ np.swapaxes(turn, -1, -2)
    field = np.array([np.sin(magic), 0, np.cos(magic)])
    return np.einsum('i,...ij,j->...', field, lab, field)


def direct_signal(gammas, n_t=256):
    """Signals over one rotor period by time integration of the frequency."""
    nodes, weights = np.polynomial.legendre.leggauss(4)
    dt = 1/nu_r/n_t
    times = (np.arange(n_t)[:, None] + (nodes + 1)/2)*dt
    phi = np.asarray(gammas)[:, None, None] + 2*np.pi*nu_r*times
    steps = 2*np.pi*(tensor_frequency(phi, alpha, beta) @ weights)*dt/2
    total = np.cumsum(steps, axis=1)
    assert np.max(np.abs(total[:, -1])) < 1e-9  # rotational echo
    start = np.zeros((len(gammas), 1))
    return np.exp(1j*np.concatenate([start, total[:, :-1]], axis=1))


# Frequency harmonics against explicit tensor rotation.
h = harmonics(alpha, beta, delta, eta)
for a, b in [(alpha, beta), (1.1, 2.2), (4.0, 0.7)]:
    c1, s1, c2, s2 = harmonics(a, b, delta, eta)
    p = np.linspace(0, 2*np.pi, 41)
    series = c1*np.cos(p) + s1*np.sin(p) + c2*np.cos(2*p) + s2*np.sin(2*p)
    assert np.allclose(series, tensor_frequency(p, a, b), atol=1e-11)

# Amplitudes of single crystallites and their rotor-phase average.
orders = np.arange(-12, 13)
F = coefficients(h)[orders]
gammas = 2*np.pi*np.arange(64)/64
signals = direct_signal(gammas)
direct_A = np.fft.fft(signals, axis=1)[:, orders]/signals.shape[1]
formula_A = (F*np.exp(1j*np.outer(gammas, orders))
             * np.exp(-1j*theta_phase(gammas, h))[:, None])
assert np.allclose(direct_A, formula_A, atol=1e-9)
mean_A = direct_A.mean(axis=0)
assert np.allclose(mean_A, np.abs(F)**2, atol=1e-9)
assert direct_A.real.min() < -0.05 and np.abs(direct_A.imag).max() > 0.05
one_signal = direct_signal([gamma])[0]
one_A = np.fft.fft(one_signal)[orders]/len(one_signal)
assert np.allclose(one_A, F*np.exp(1j*orders*gamma)
                   * np.exp(-1j*theta_phase(gamma, h)), atol=1e-9)

# Bessel series for the same Fourier coefficients.
a1, chi1 = np.hypot(h[0], h[1])/nu_r, np.arctan2(h[1], h[0])
a2, chi2 = np.hypot(h[2], h[3])/(2*nu_r), np.arctan2(h[3], h[2])
k = np.arange(-30, 31)
bessel_F = np.array([np.sum(jv(n - 2*k, a1)*jv(k, a2)
                    * np.exp(-1j*((n - 2*k)*chi1 + k*chi2))) for n in orders])
assert np.allclose(bessel_F, F, atol=1e-11)

# Odd sidebands can vanish, so strict positivity fails for one orientation.
axial_F = coefficients(harmonics(0.3, np.pi/2, delta, 0.0))
assert np.max(np.abs(axial_F[1::2])) < 1e-12

# Decaying averaged signal: its real half-line transform is absorptive.
decay = 0.4
periods = 100
average = signals.mean(axis=0)
long_signal = np.append(np.tile(average, periods), average[0])
time = np.arange(len(long_signal))/(nu_r*len(average))
offsets = np.arange(-8, 8.5, 0.5)*nu_r
spectrum = np.array([simpson((long_signal*np.exp(
    -(decay + 2j*np.pi*x)*time)).real, x=time) for x in offsets])
distance = 2*np.pi*(offsets[:, None] - orders*nu_r)
lorentz = (np.abs(F)**2*decay/(decay**2 + distance**2)).sum(axis=1)
assert np.allclose(spectrum, lorentz, rtol=0, atol=1e-5)
assert spectrum.min() > 0


def powder(n_beta, n_alpha):
    """Powder average of |F_N|^2, and of A_N at the one fixed gamma."""
    x, w = np.polynomial.legendre.leggauss(n_beta)
    aa, bb = np.meshgrid(2*np.pi*np.arange(n_alpha)/n_alpha, np.arccos(x))
    weight = np.repeat(w[:, None], n_alpha, axis=1)/(2*n_alpha)
    hh = harmonics(aa, bb, delta, eta)
    coeff = coefficients(hh)
    n = np.rint(np.fft.fftfreq(coeff.shape[-1])*coeff.shape[-1])
    start = np.exp(-1j*theta_phase(gamma, hh))
    fixed = np.einsum('ba,ba,ban->n', weight, start, coeff)
    return (n, np.einsum('ba,ban->n', weight, np.abs(coeff)**2),
            fixed*np.exp(1j*n*gamma))


n_all, I_powder, A_fixed = powder(60, 60)
_, I_coarse, A_coarse = powder(40, 40)
assert np.allclose(I_powder, I_coarse, atol=1e-8)
assert np.allclose(A_fixed, A_coarse, atol=5e-4)
assert np.abs(A_fixed.imag).max() > 0.01
moment1 = nu_r*np.sum(n_all*I_powder)
moment2 = nu_r**2*np.sum(n_all**2*I_powder)
moment2_formula = delta**2*(1 + eta**2/3)/5
assert abs(I_powder.sum() - 1) < 1e-10 and abs(moment1) < 1e-9
assert abs(moment2 - moment2_formula) < 1e-8

print(f"delta = {delta:.1f} kHz, eta = {eta:.1f}, nu_r = {nu_r:.1f} kHz")
print("alpha, beta, gamma = %.0f, %.0f, %.0f deg"
      % tuple(np.degrees([alpha, beta, gamma])))
print(f"magic angle = {np.degrees(magic):.4f} deg")
print("C1, S1, C2, S2 = %.4f, %.4f, %.4f, %.4f kHz" % h)
print(f"Bessel arguments a1, a2 = {a1:.4f}, {a2:.4f} rad")
print(f"Bessel phases chi1, chi2 = {chi1:.4f}, {chi2:.4f} rad")
print(f"Theta(gamma) = {theta_phase(gamma, h):.4f} rad")
print("One crystallite (dimensionless amplitudes, offset in kHz)")
print(" N offset   Re F    Im F    Re A    Im A   |F|^2  mean A")
for n in range(-5, 6):
    i = n + 12
    print(f"{n:2d} {n*nu_r:6.1f} {F[i].real:7.4f} {F[i].imag:7.4f} "
          f"{one_A[i].real:7.4f} {one_A[i].imag:7.4f} "
          f"{abs(F[i])**2:7.4f} {mean_A[i].real:7.4f}")
print(f"sum of |F|^2, N=-12..12: {np.sum(np.abs(F)**2):.6f}")
print(f"sum of A, N=-12..12: {one_A.sum().real:.6f} (real part)")
print(f"largest |Im mean A|: {np.abs(mean_A.imag).max():.1e}")
print("Powder (dimensionless): full average; fixed-gamma average")
print(" N  I_N     Re A    Im A")
for n in range(-5, 6):
    print(f"{n:2d} {I_powder[n]:7.4f} {A_fixed[n].real:7.3f} "
          f"{A_fixed[n].imag:7.3f}")
print(f"powder intensity sum = {I_powder.sum():.6f}")
print(f"powder second moment, sidebands = {moment2:.4f} kHz^2")
print(f"powder second moment, formula = {moment2_formula:.4f} kHz^2")
print(f"axial tensor, beta=90 deg: max odd |F| = "
      f"{np.abs(axial_F[1::2]).max():.1e}")
print(f"decay rate in absorption test = {decay:.1f} ms^-1")
print(f"smallest absorption value tested = {spectrum.min():.2e} ms")
print("all tests passed")
```

Running it gives:

```
delta = 6.0 kHz, eta = 0.4, nu_r = 2.0 kHz
alpha, beta, gamma = 30, 50, 40 deg
magic angle = 54.7356 deg
C1, S1, C2, S2 = -4.4567, -0.7506, 1.4778, -0.4453 kHz
Bessel arguments a1, a2 = 2.2597, 0.3859 rad
Bessel phases chi1, chi2 = -2.9747, -0.2927 rad
Theta(gamma) = -0.7617 rad
One crystallite (dimensionless amplitudes, offset in kHz)
 N offset   Re F    Im F    Re A    Im A   |F|^2  mean A
-5  -10.0 -0.0145 -0.0025  0.0123  0.0081  0.0002  0.0002
-4   -8.0 -0.0362  0.0281  0.0413  0.0200  0.0021  0.0021
-3   -6.0  0.0370  0.1017  0.1075 -0.0120  0.0117  0.0117
-2   -4.0  0.3661  0.1348  0.3747 -0.1085  0.1522  0.1522
-1   -2.0  0.6336  0.0679  0.6280  0.1080  0.4061  0.4061
 0    0.0  0.0752  0.0903 -0.0079  0.1172  0.0138  0.0138
 1    2.0 -0.4021  0.1131 -0.1569 -0.3871  0.1745  0.1745
 2    4.0  0.3828 -0.1099 -0.1206  0.3796  0.1586  0.1586
 3    6.0 -0.2404  0.0718  0.2104 -0.1366  0.0629  0.0629
 4    8.0  0.1177 -0.0327 -0.1209 -0.0173  0.0149  0.0149
 5   10.0 -0.0489  0.0120  0.0324  0.0385  0.0025  0.0025
sum of |F|^2, N=-12..12: 1.000000
sum of A, N=-12..12: 0.999999 (real part)
largest |Im mean A|: 3.6e-16
Powder (dimensionless): full average; fixed-gamma average
 N  I_N     Re A    Im A
-5  0.0003  -0.002  -0.000
-4  0.0021  -0.002   0.003
-3  0.0140  -0.006   0.032
-2  0.0738   0.044   0.011
-1  0.3293   0.382   0.164
 0  0.2707   0.257  -0.158
 1  0.1461   0.103  -0.238
 2  0.1207   0.125   0.113
 3  0.0331   0.124   0.018
 4  0.0084  -0.019   0.034
 5  0.0014   0.002   0.024
powder intensity sum = 1.000000
powder second moment, sidebands = 7.5840 kHz^2
powder second moment, formula = 7.5840 kHz^2
axial tensor, beta=90 deg: max odd |F| = 1.6e-16
decay rate in absorption test = 0.4 ms^-1
smallest absorption value tested = 4.51e-05 ms
all tests passed
```
